Bound levels and defect bandwidth of a periodically repeated single-site defect

**1. What symmetry and dimensions fix**

A supercell calculation replaces one defect by a periodic row of defects, and the single bound level becomes a band. Take a chain of sites with spacing d, nearest-neighbour hopping −t (t > 0) and on-site energy zero. Every N-th site carries an extra on-site energy U, so the cell length is L = Nd. A Bloch state gains the phase θ from one cell to the next.

The energies in the problem are t and U, and d does not enter the Hamiltonian. A level therefore has the form

E = t f(U/t, N, θ).

The Hamiltonian is real, so complex conjugation turns a state with phase θ into one with phase −θ at the same energy. Since θ and θ + 2π are the same phase, the lowest level can be written as

E(θ) = A₀ + A₁ cos θ + A₂ cos 2θ + …

The coefficient A₁ describes coupling between neighbouring defects and should give the leading width. If it decays exponentially with L, the decay length must be d times a function of U/t. The isolated bound state supplies such a length. Whether the width follows its amplitude or its density has to be found from the solution.

**2. The model and the host Green function**

The Schrödinger equation is

E ψₙ = −t(ψₙ₊₁ + ψₙ₋₁) + U Σₘ δ(n, mN) ψₙ, with ψₙ₊N = exp(iθ) ψₙ.

Here m runs over all integers and δ(n, mN) is one on the defect sites and zero elsewhere. The host alone has the band −2t cos k, from −2t to 2t. Let U < 0 and look for levels below this band, written as

E = −2t cosh κ, κ > 0.

The host Green function G(n) is the bounded solution of

E G(n) + t[G(n+1) + G(n−1)] = δ(n, 0).

For n ≠ 0 the form G(n) = C exp(−κ|n|) works, because E + t(exp κ + exp(−κ)) = 0. At n = 0 the equation gives

C[−2t cosh κ + 2t exp(−κ)] = −2t sinh κ · C = 1,

so that

G(n) = −exp(−κ|n|)/(2t sinh κ).

Moving the defect term to the right-hand side of the Schrödinger equation and using G gives

ψₙ = U Σₘ G(n − mN) ψ_{mN}.

No solution of the host equation needs to be added. Below the band such solutions are combinations of exp(κn) and exp(−κn), which are unbounded on the infinite chain, while a Bloch state is bounded.

**3. The isolated defect**

With one defect at n = 0 the sum has a single term. Setting n = 0 and dividing by ψ₀, which cannot vanish without the whole state vanishing, gives

1 = U G(0) = |U|/(2t sinh κ).

The isolated decay rate κ₀ and level E₀ are therefore

2t sinh κ₀ = |U|,
E₀ = −2t cosh κ₀ = −√(4t² + U²).

The amplitude is proportional to exp(−κ₀|n|). Its normalization sum is

Σₙ exp(−2κ₀|n|) = [1 + exp(−2κ₀)]/[1 − exp(−2κ₀)] = coth κ₀,

and hence

ψₙ = √(tanh κ₀) exp(−κ₀|n|).

The amplitude decay length is λ = d/κ₀. The density |ψₙ|² decays at twice the rate, 2κ₀.

**4. The exact equation for the periodic defect**

For the repeated defect, Bloch's theorem gives ψ_{mN} = exp(iθm) ψ₀. Setting n = 0 and dividing by ψ₀,

1 = U Σₘ G(mN) exp(iθm) = [|U|/(2t sinh κ)] S.

With y = exp(−Nκ) and z = exp(iθ), the lattice sum is

S = 1 + yz/(1 − yz) + yz*/(1 − yz*).

The common denominator is (1 − yz)(1 − yz*) = 1 − 2y cos θ + y². The numerator is this denominator plus 2y cos θ − 2y², which is 1 − y². Thus

S = (1 − y²)/(1 − 2y cos θ + y²) = sinh Nκ/(cosh Nκ − cos θ),

where the last form follows on dividing numerator and denominator by 2y. The bound-level equation is

2t sinh κ (cosh Nκ − cos θ) = |U| sinh Nκ.  (A)

Conversely, each root κ > 0 gives a Bloch state through the sum over defects in part 2. No approximation has been made within the model.

The case N = 1 gives a quick check. Every site is then shifted, and (A) reduces to 2t cosh κ = |U| + 2t cos θ, or E = U − 2t cos θ. This is the host band moved by U, as it must be.

Equation (A) was also compared with diagonalization of the N × N Bloch matrix at t = 2 eV, for shifts of −0.5, −1.6 and −5 eV, six values of N from 2 to 14 and four phases. In the 56 cases with a bound level the largest difference was about 10⁻¹⁴ eV.

**5. When the level lies below the host band**

Write (A) as F(κ) = |U|, with

F(κ) = 2t sinh κ (cosh Nκ − cos θ)/sinh Nκ.

Since tanh(x/2) = (cosh x − 1)/sinh x and coth(x/2) = (cosh x + 1)/sinh x,

F = t sinh κ [(1 + cos θ) tanh(Nκ/2) + (1 − cos θ) coth(Nκ/2)].

The weights 1 ± cos θ are not negative. The product sinh κ tanh(Nκ/2) increases with κ because both factors do. For sinh κ coth(Nκ/2) the logarithmic derivative is

coth κ − N/sinh Nκ ≥ (cosh κ − 1)/sinh κ > 0.

This uses sinh Nκ ≥ N sinh κ, which holds because sinh Nκ/sinh κ is a sum of N exponentials that pair into terms 2 cosh(jκ) ≥ 2, with a single 1 left over when N is odd.

So F increases without limit, starting from 2t(1 − cos θ)/N at κ → 0. There is one root if

N|U| > 2t(1 − cos θ),

and none otherwise. At θ = 0 a root exists for any attractive U. The most demanding phase is θ = π, so the whole defect band lies below the host band only if

N|U| > 4t.  (B)

At fixed κ, F falls as cos θ grows. The root κ then grows with cos θ, and the energy rises steadily from θ = 0 to θ = π. When (B) holds, the bandwidth is W = E(π) − E(0).

When (B) fails, the upper part of the defect band has entered the host energy range. To follow it, note that the defect is a rank-one change of the Bloch matrix, so

det(E − H) = det(E − H₀)(1 − U Σₘ G(mN) exp(iθm)).

For one cell both determinants are polynomials in E, so the identity can be continued into the band. Putting κ = iq, with 0 < q < π so that sin q is not zero, gives E = −2t cos q and

2t sin q (cos Nq − cos θ) = |U| sin Nq.

A repulsive defect needs no new calculation. Multiplying ψₙ by (−1)ⁿ reverses the sign of the hopping, so H(U) becomes −H(−U), while the phase per cell becomes θ + πN. The level then lies above the host band at E = +2t cosh κ, and cos θ in (A) is replaced by (−1)^N cos θ.

**6. The exponential law**

Let κ₊ and κ₋ be the roots at θ = 0 and θ = π. Equation (A) gives

sinh κ₊ = sinh κ₀ coth(Nκ₊/2),
sinh κ₋ = sinh κ₀ tanh(Nκ₋/2).

Since coth > 1 and tanh < 1, we have κ₋ < κ₀ < κ₊. Writing the hyperbolic functions as exponentials,

sinh κ₊ − sinh κ₀ = 2 sinh κ₀/[exp(Nκ₊) − 1],
sinh κ₀ − sinh κ₋ = 2 sinh κ₀/[exp(Nκ₋) + 1].

The exponents still contain the unknown roots. Replacing them by κ₀ is allowed only if N(κ± − κ₀) → 0 as N grows at fixed U and t.

For κ₊ this follows from κ₊ > κ₀: the first difference is smaller than 2 sinh κ₀/[exp(Nκ₀) − 1]. Because the slope of sinh is at least one, κ₊ − κ₀ is no larger than that difference. It is exponentially small, and N times it vanishes.

For κ₋, the function F at θ = π falls with N at fixed κ, so the root κ₋ grows with N. Once (B) holds for some N₁, κ₋ stays above its positive value there, κ₁. Then κ₀ − κ₋ < 2 sinh κ₀ exp(−Nκ₁), and N times this also vanishes.

Adding the two differences therefore gives, to leading order,

sinh κ₊ − sinh κ₋ ≈ 4 sinh κ₀ exp(−κ₀N).

The derivative of cosh κ with respect to sinh κ is tanh κ. The width is then

W = 2t(cosh κ₊ − cosh κ₋) ≈ 2t tanh κ₀ · 4 sinh κ₀ exp(−κ₀N).

With 2t sinh κ₀ = |U| and tanh κ₀ = |U|/|E₀|,

W ≈ 4|U| tanh κ₀ exp(−κ₀N) = [4U²/√(4t² + U²)] exp(−L/λ).  (C)

The ratio of the two sides of (C) tends to one as N → ∞. The width decays at the rate of the isolated state's amplitude.

**7. Why the amplitude appears once**

The same steps give the whole band to leading order at large N. From part 4,

S − 1 = (2y cos θ − 2y²)/(1 − 2y cos θ + y²).

Since sinh κ = S sinh κ₀, the first-order change is sinh κ − sinh κ₀ ≈ 2y cos θ sinh κ₀. Using E = −2t cosh κ,

E(θ) ≈ E₀ − 2|U| tanh κ₀ exp(−κ₀N) cos θ.

This is the band 2J cos θ of a chain of coupled levels with

J = −|U| tanh κ₀ exp(−κ₀N) = U ψ₀ ψ_N.

The product is the matrix element of one defect's potential between the state centred on it and the state centred N sites away. The first amplitude is taken at its own centre and does not depend on N. Only the second has crossed the cell, which explains the single factor exp(−κ₀N).

At θ = π/2 the first-order term vanishes and S − 1 = −2y²/(1 + y²). The level error is then

E(π/2) − E₀ ≈ 2|U| tanh κ₀ exp(−2κ₀N).

In this chain, a single calculation at θ = π/2 thus has an error that decays at the density rate, while one at θ = 0 has an error that decays at the amplitude rate.

**8. Shallow and deep limits**

For a shallow level, κ₀ ≪ 1, the depth below the host band is D = 2t(cosh κ₀ − 1) ≈ tκ₀². Also |U| ≈ 2tκ₀ and tanh κ₀ ≈ κ₀, so (C) becomes

W ≈ 8D exp(−L/λ), λ ≈ ħ/√(2m*D), with m* = ħ²/(2td²).

The prefactor is set by the depth, and the decay length by depth and effective mass.

For a deep level, |U| ≫ t, we have exp κ₀ ≈ |U|/t and tanh κ₀ ≈ 1. At fixed N,

W ≈ 4|U|(t/|U|)^N.

This is the form expected from N successive hops through N − 1 intermediate sites, each costing an energy of about |U|.

**9. Worked example**

Take the round values t = 2.0 eV, d = 0.27 nm and U = −1.6 eV. The band-edge mass is then 0.26 electron masses. The isolated state follows from

sinh κ₀ = 1.6/4.0 = 0.40, κ₀ = 0.390,
E₀ = −√(16 + 2.56) = −4.308 eV,
λ = 0.27 nm/0.390 = 0.69 nm.

The host band starts at −4 eV, so the level is 0.308 eV deep. The prefactor in (C) is 4 × 2.56/4.308 = 2.38 eV. The shallow estimate 8D = 2.47 eV is already close to it.

Condition (B) requires N > 8.0/1.6 = 5. At N = 4 the upper edge of the lowest band is at −3.74 eV, inside the host band. Its phase variation of 776 meV is therefore not the width of a bound defect band.

For N = 8, or L = 2.16 nm, (C) gives

W ≈ 2.377 eV × 0.0441 = 105 meV.

The exact width is 112 meV, 7% above the law. The excess relative to the law is 19% at N = 6, 2% at N = 10 and 0.06% at N = 16.

Because this excess shrinks with N, small cells show too fast a decay. Between N = 6 and N = 8 the width falls at 0.444 per site, 14% above κ₀. Reading a decay length from these two cells would give 0.61 nm instead of 0.69 nm. Between N = 26 and N = 34 the rate is 0.3900 per site, equal to κ₀ to the digits shown.

For a width below 10 meV, (C) requires N > ln(2377/10)/0.390 = 14.03, hence N = 15 and L = 4.05 nm. The exact width there is 6.8 meV, and N = 15 is also the smallest such cell by diagonalization.

The choice of phase matters as much as cell length. At N = 8 the level error relative to E₀ is −45 meV at θ = 0 but +2.4 meV at θ = π/2. At N = 16 the two errors are −2.3 meV and +0.0045 meV. The numerical output lists further cells.

**10. The chain beside a real deep donor**

The depth of about 0.3 eV is in the range of a deep donor such as sulfur in silicon, and d is roughly half the cubic lattice constant. On that scale, N = 8 corresponds to a cubic silicon cell of 8³ = 512 atoms. The chain shows how a defect-band width arises and decays in such a cell, but it does not predict the width for sulfur. Several of its omissions can be sized at N = 8.

Dimension changes the width only slightly at this cell length. A simple cubic lattice with the same t and d, and with its defect shift readjusted to −9.08 eV to keep the same depth, has a width of 98 meV when all three phases go from 0 to π. This is 0.87 of the chain value. The closeness is limited to short cells. Far from a defect in three dimensions the amplitude along a cubic axis falls as exp(−r/λ)/r instead of exp(−r/λ), so in large cells the ratio to the chain width falls as 1/L.

The valence band slows the decay. In a symmetric two-band model with gap E_g and the same edge mass, the squared decay rate is multiplied by 1 − D/E_g. With a direct gap of 1.1 eV the rate would fall to 0.85 of its one-band value, and the exponential factor at this L would grow by a factor of 1.6. This overstates the effect in silicon, whose 1.1 eV gap is indirect. The gap that enters is the direct one at the conduction-band valley, about 4 eV. The rate is then about 0.96 of its one-band value, and the factor is only about 1.1.

The anisotropic mass makes the decay depend on direction within each conduction-band valley. Rough silicon masses of 0.19 and 0.92 electron masses give decay lengths of 0.81 and 0.37 nm at the same depth. The factors exp(−L/λ) are then 0.069 and 0.003, against 0.044 in the chain. Along a cubic axis, four of the six valleys have the light mass in that direction, and their slower decay dominates the coupling. The exponential factor then grows by about 1.6, a larger change than the valence band makes in silicon. A width for the real centre needs the real band structure.

A charged cell has a further error that does not decay exponentially. For a unit point charge in a cubic cell with a neutralizing background and relative permittivity 12, the image energy has magnitude

2.837 e²/(8πε₀ε_r L) = 79 meV.

This is an error of the total energy, not a bandwidth. It falls as 1/L, so doubling L halves it to 39 meV, while the chain's width drops to 4.6 meV. In large charged cells the image energy is therefore the larger of the two.

The thermal energy at 300 K is 26 meV, about a quarter of the N = 8 width. If the Fermi level lies within the defect band, its states are then unequally occupied even at room temperature. A donor electron also feels the attractive Coulomb tail of its ion, which the short-range shift U leaves out. The tail keeps the exponential rate but multiplies the far amplitude by a growing power of r. In a rough hydrogenic estimate it raises the amplitude at this L by a factor of 1.3 to 1.4. Lattice relaxation and interference between the conduction-band valleys are not sized here.

The assumption that a lightly doped device breaks outright is periodicity. One defect per (2.16 nm)³ is a concentration of about 10²⁰ cm⁻³, in perfect order. Dilute deep centres are much farther apart and randomly placed. For them the calculated bandwidth is an artefact of the cell, and its size measures the coupling between the defect and its periodic images.

Values computed for the example and the checks

```
hopping t = 2.00 eV, defect shift U = -1.60 eV
site spacing d = 0.27 nm
band-edge mass of chain = 0.261 m_e
isolated level E0 = -4.3081 eV
host band bottom = -4.0000 eV, depth = 0.3081 eV
kappa0 = 0.39004 per site
decay rate from eigenvector = 0.39004 per site
amplitude decay length = 0.6922 nm
weight on defect site = 0.3714
width prefactor = 2.3769 eV
threshold 4t/|U| = 5.00 sites
exact equation, largest error = 1.3e-14 eV
cases with / without bound level = 56 / 16
N, L (nm), exact width (meV), law (meV), exact/law
  4   1.08   776.16805   499.40194   1.55420
  6   1.62   272.01338   228.91268   1.18828
  8   2.16   111.84796   104.92754   1.06595
 10   2.70    49.16613    48.09602   1.02225
 12   3.24    22.20203    22.04595   1.00708
 16   4.32     4.63481     4.63199   1.00061
 20   5.40     0.97325     0.97321   1.00004
 30   8.10     0.01969     0.01969   1.00000
N=4 upper band edge = -3.7394 eV
N=8 band edges = -4.3533, -4.2414 eV
width decay rate, N=6 to 8 = 0.44436 per site
width decay rate, N=26 to 34 = 0.39004 per site
N=8 error at theta=0: -45.1305 meV
N=8 error at theta=pi/2: 2.3627 meV
N=16 error at theta=0: -2.2721 meV
N=16 error at theta=pi/2: 0.0045 meV
N=16 law for error at pi/2 = 0.0045 meV
smallest N with width < 10 meV = 15
its length = 4.05 nm
its width = 6.849 meV
Neglected effects, N = 8, L = 2.16 nm:
cubic-lattice shift for equal depth = -9.081 eV
cubic-lattice width = 97.5 meV
cubic width / chain width = 0.872
rough gap = 1.1 eV
two-band / one-band decay rate = 0.848
two-band change of exponential = factor 1.609
mass 0.19 m_e: decay length 0.807 nm, exp(-L/length) = 0.06873
mass 0.92 m_e: decay length 0.367 nm, exp(-L/length) = 0.00276
chain exp(-kappa0 N) = 0.04414
cubic image constant = 2.8373, permittivity = 12
image energy of unit charge = 78.8 meV
thermal energy at 300 K = 25.85 meV
```
